\section*{Two Equivalent Amide Lone Pairs and One Metal d Orbital}

\section*{The system}

A $d^0$ metal centre M carries two equivalent amide ligands, NR$_2$, in a linear N--M--N unit. The metal is at the origin, N$_1$ lies on the $+x$ axis and N$_2$ on the $-x$ axis. Both NR$_2$ groups are planar and lie in the $xz$ plane, so that their lone pairs $\phi_1$ and $\phi_2$ are $p_y$ orbitals. The positive lobe of each points towards $+y$. The rest of the molecule is assumed to preserve the reflections $x\to-x$, $y\to-y$ and $z\to-z$.

Use a H\"uckel model with real, orthonormal orbitals $\phi_1,\phi_2,d$. The lone pairs have energy $e_L$, the metal orbital has energy $e_M=e_L+\Delta$ with $\Delta>0$, and until part (e) the lone pairs have no direct coupling. Write $\langle\phi_1|H|d\rangle=\beta$, with $\beta<0$ for positive overlap. For numerical work take the round model values $e_L=0$, $\Delta=3$ eV and $\beta=-1$ eV. They do not describe a particular compound.

\section*{Part (a): symmetry of the couplings [3 marks]}

\textit{Which metal $d$ orbital can accept electrons from these lone pairs, and how is $\langle\phi_2|H|d\rangle$ related to $\beta$?}

\subsection*{Model answer}

Both lone pairs are odd under $y\to-y$ and even under $z\to-z$. Since $H$ is unchanged by these reflections, a $d$ orbital that couples to them must have the same two parities. Of the five $d$ orbitals, $d_{z^2}$, $d_{x^2-y^2}$ and $d_{xz}$ are even in $y$, and $d_{yz}$ is odd in $z$. This leaves $d=d_{xy}$.

The reflection $x\to-x$ exchanges $\phi_1$ and $\phi_2$ and changes the sign of $d_{xy}$. Hence
\begin{equation}
\langle\phi_2|H|d\rangle=\langle\phi_1|H|(-d)\rangle=-\beta .
\end{equation}
Equivalence of the ligands fixes the magnitude of the coupling. Its relative sign depends on the metal orbital and on the phases chosen for the lone pairs. We therefore write $\langle\phi_2|H|d\rangle=s\beta$ with $s=\pm1$; here $s=-1$.

\section*{Part (b): the energy levels [6 marks]}

\textit{Keeping $s$ general, find the three levels by a suitable change of basis. Interpret the result, and say what changes if the two couplings have unequal magnitudes.}

\subsection*{Model answer}

Define the orthonormal combinations
\begin{equation}
u=\frac{\phi_1+s\phi_2}{\sqrt2},\qquad n=\frac{\phi_1-s\phi_2}{\sqrt2}.
\end{equation}
Using $s^2=1$, their couplings to the metal are
\begin{align}
\langle u|H|d\rangle&=\frac{\beta+s(s\beta)}{\sqrt2}=\frac{2\beta}{\sqrt2}=\sqrt2\,\beta,\\
\langle n|H|d\rangle&=\frac{\beta-s(s\beta)}{\sqrt2}=0 .
\end{align}
Both combinations have energy $\tfrac12(e_L+s^2e_L)=e_L$, and they do not mix, because $\langle n|H|u\rangle=\tfrac12(e_L-s^2e_L)=0$. Thus $n$ is an eigenstate at $e_L$ with no metal amplitude. It is the nonbonding combination. The remaining two-level problem is
\begin{equation}
(E-e_L)(E-e_M)-2\beta^2=0 .
\end{equation}
Its discriminant is $(e_L+e_M)^2-4e_Le_M+8\beta^2=\Delta^2+8\beta^2$, so
\begin{equation}
E_\pm=\frac{e_L+e_M}{2}\pm r,\qquad r=\sqrt{\frac{\Delta^2}{4}+2\beta^2}.
\end{equation}
Two lone pairs therefore act on the metal as one donor orbital with effective coupling $\sqrt2\,\beta$. The factor arises because two amplitudes of $1/\sqrt2$ add in phase.

For the linear unit $s=-1$, so the nonbonding orbital is $(\phi_1+\phi_2)/\sqrt2$: the in-phase combination. The name refers to this basis. The combination has the symmetry of a metal $p_y$ orbital, which the model omits. In a real complex an empty $p_y$ orbital can mix into it, so symmetry makes it free of $d$ character, not of all metal character. Numerically, $r=\sqrt{2.25+2}=2.06155$ eV, and the levels are $1.5-r=-0.5616$ eV, $0$, and $1.5+r=3.5616$ eV.

For unequal couplings $b_1,b_2$, let $B=\sqrt{b_1^2+b_2^2}$. The combination $(b_1\phi_1+b_2\phi_2)/B$ couples to $d$ with $(b_1^2+b_2^2)/B=B$. The orthogonal combination $(b_2\phi_1-b_1\phi_2)/B$ couples with $(b_2b_1-b_1b_2)/B=0$. As long as the lone-pair energies are equal, these combinations do not mix, and a nonbonding orbital survives.

\section*{Part (c): electron distribution [5 marks]}

\textit{Place the four lone-pair electrons in the two lowest levels. Find the metal population and the M--N $\pi$ bond orders, and compare them with those of a single amide.}

\subsection*{Model answer}

Write the bonding orbital as $\psi=\cos\theta\,u+\sin\theta\,d$. Its energy is
\begin{align}
E(\theta)&=e_L\cos^2\theta+e_M\sin^2\theta+2\sqrt2\,\beta\sin\theta\cos\theta\nonumber\\
&=\frac{e_L+e_M}{2}-\frac{\Delta}{2}\cos2\theta-\sqrt2\,|\beta|\sin2\theta .
\end{align}
Setting $dE/d\theta=0$ gives $\Delta\sin2\theta=2\sqrt2\,|\beta|\cos2\theta$. The minimum has both trigonometric functions positive:
\begin{equation}
\tan2\theta=\frac{2\sqrt2\,|\beta|}{\Delta},\qquad
\cos2\theta=\frac{\Delta}{2r},\qquad
\sin2\theta=\frac{\sqrt2\,|\beta|}{r}.
\end{equation}
Two electrons occupy $\psi$ and two occupy $n$. The metal receives electrons through $\psi$ alone:
\begin{equation}
q_M=2\sin^2\theta=1-\cos2\theta=1-\frac{\Delta}{2r}.
\end{equation}
Each lone pair holds $2\cdot\frac12=1$ electron from $n$ and $2\cdot\frac12\cos^2\theta$ from $\psi$, hence $1+\cos^2\theta$. The total is $2(1+\cos^2\theta)+2\sin^2\theta=4$, as required.

The bond order is twice the product of the coefficients in $\psi$, since $n$ contributes nothing:
\begin{equation}
P_{1d}=2\,\frac{\cos\theta}{\sqrt2}\sin\theta=\frac{\sin2\theta}{\sqrt2}=\frac{|\beta|}{r},\qquad P_{2d}=sP_{1d}.
\end{equation}
The negative sign of $P_{2d}$ for $s=-1$ is a phase convention. The energy contribution $2P_{2d}(s\beta)=2P_{1d}\beta$ is negative, so both links are bonding.

For one amide, $\sqrt2\,\beta$ is replaced by $\beta$ and $r$ by $r_1=\sqrt{\Delta^2/4+\beta^2}$. The bond order is then $\sin2\theta_1=|\beta|/r_1$. Since $r>r_1$, each of two competing amides has a weaker $\pi$ bond than a single amide would have.

With the given values, $\theta=21.66^\circ$ and $q_M=1-1.5/2.06155=0.272$. Each lone pair retains $1.864$ electrons, and the bond-order magnitude is $1/2.06155=0.485$. One amide gives $r_1=\sqrt{3.25}=1.80278$ eV, a metal population of $0.168$ and a bond order of $0.555$. The second ligand increases the total donation but does not double it.

\section*{Part (d): stabilization [5 marks]}

\textit{Find the energy gained by the four electrons relative to zero coupling. Does the second amide double the gain? Examine weak and strong coupling, and then add two metal electrons.}

\subsection*{Model answer}

The uncoupled energy is $4e_L$ and the coupled energy is $2E_-+2e_L$. The gain is therefore
\begin{equation}
W_2=2(e_L-E_-)=2\left(r-\frac{\Delta}{2}\right),\qquad
W_1=2\left(r_1-\frac{\Delta}{2}\right),
\end{equation}
where $W_1$ is the gain for one amide with two electrons. To compare them, use
\begin{equation}
r-\frac{\Delta}{2}=\frac{r^2-\Delta^2/4}{r+\Delta/2}=\frac{2\beta^2}{r+\Delta/2},\qquad
r_1-\frac{\Delta}{2}=\frac{\beta^2}{r_1+\Delta/2},
\end{equation}
which gives
\begin{equation}
\frac{W_2}{W_1}=2\,\frac{r_1+\Delta/2}{r+\Delta/2}.
\end{equation}
Because $r>r_1$, the ratio is below 2. Also $r^2=\Delta^2/4+2\beta^2<2r_1^2$, so $r+\Delta/2<\sqrt2\,(r_1+\Delta/2)$ and the ratio is above $\sqrt2$.

For $|\beta|\ll\Delta$, both $r$ and $r_1$ tend to $\Delta/2$. Then $W_2\simeq4\beta^2/\Delta$, $W_1\simeq2\beta^2/\Delta$, and the ratio tends to 2: the gain depends on the square of the effective coupling. For $|\beta|\gg\Delta$, $r/r_1\to\sqrt2$ and the ratio tends to $\sqrt2$, because the gain is then linear in the coupling. The factor $\sqrt2$ thus belongs to the coupling, and to the energy in the strong-coupling limit.

For the example, $W_2=2(2.06155-1.5)=1.123$ eV and $W_1=2(1.80278-1.5)=0.606$ eV. Their ratio is $1.85$, closer to the weak-coupling limit.

If two additional metal electrons are placed in $E_+$, all three levels are full. Their energy is $2(E_-+e_L+E_+)=2(2e_L+e_M)$, equal to the uncoupled energy $4e_L+2e_M$. The net gain is zero in this orthonormal model, so $\pi$ donation requires a vacancy in the accepting orbital $d_{xy}$. This is a statement about that orbital and not about the $d$ count: if an uncoupled $d$ orbital lies below $E_+$, for example at $e_M$, the two electrons go there and the gain stays $W_2$.

\section*{Part (e): robustness of the nonbonding orbital [3 marks]}

\textit{What happens to $n$ if (i) the lone pairs have a direct coupling $w$, or (ii) their energies $e_1$ and $e_2$ differ?}

\subsection*{Model answer}

(i) The direct coupling gives
\begin{align}
\langle n|H|n\rangle&=\tfrac12(e_L+s^2e_L-2sw)=e_L-sw,\\
\langle n|H|u\rangle&=\tfrac12(e_L+sw-sw-s^2e_L)=0 .
\end{align}
The coupling of $n$ to $d$ is still zero. The level moves, but its metal amplitude remains zero. This relies on equal coupling magnitudes: for unequal $b_1,b_2$ the two combinations of part (b) mix through $w(b_2^2-b_1^2)/B^2$, and the metal-free orbital is lost. For $s=-1$ and $w=-0.2$ eV it lies at $-0.2$ eV.

(ii) An eigenvector $(c_1,c_2,0)$ would have to satisfy
\begin{equation}
(e_1-E)c_1=0,\qquad(e_2-E)c_2=0,\qquad \beta c_1+s\beta c_2=0 .
\end{equation}
If $c_1\neq0$, then $E=e_1\neq e_2$, so $c_2=0$, and the last equation forces $c_1=0$, a contradiction. The same argument excludes $c_2\neq0$. No orbital is then strictly free of metal character. With energies $+0.5$ and $-0.5$ eV, the middle level lies at $0.254$ eV and has a metal weight of $0.052$, so it is still mainly a ligand orbital.

\section*{Part (f): bending the unit [3 marks]}

\textit{The N atoms move to directions $(\pm\sin\gamma,0,\cos\gamma)$ while the lone pairs stay along $y$. Let $d_{xy}$ and $d_{yz}$ both lie at $e_M$, and let each M--N coupling have axial symmetry about its bond. Find the new couplings, and the four-electron gain for an N--M--N angle of $120^\circ$.}

\subsection*{Model answer}

Let $\mathbf n_\pm$ be the bond directions. The $d$ orbital with angular form $y(\mathbf r\cdot\mathbf n_\pm)$ has the full $\pi$ coupling $\beta$ to the corresponding lone pair. Its partner $y(\mathbf r\cdot\mathbf m_\pm)$, with $\mathbf m_\pm$ perpendicular to $\mathbf n_\pm$ in the $xz$ plane, is odd under reflection in the plane containing the bond and $y$. The lone pair is even, so that coupling vanishes. Projecting $yz$ and $xy$ on $y(\mathbf r\cdot\mathbf n_\pm)$ gives couplings $\beta\cos\gamma$ and $\pm\beta\sin\gamma$. The result of part (b) then applies twice:
\begin{equation}
v_{yz}=\sqrt2\,\beta\cos\gamma,\qquad v_{xy}=\sqrt2\,\beta\sin\gamma .
\end{equation}
The in-phase combination donates into $d_{yz}$ and the out-of-phase one into $d_{xy}$. For $0<\gamma<90^\circ$ neither is nonbonding. A nonbonding combination therefore survives only while no accessible metal orbital couples to it; here bending lets $d_{yz}$ couple to the in-phase combination.

For $\gamma=60^\circ$ the couplings are $-0.7071$ and $-1.2247$ eV. The two occupied levels are
\begin{align}
1.5-\sqrt{2.25+0.5}&=-0.1583\ \text{eV},\\
1.5-\sqrt{2.25+1.5}&=-0.4365\ \text{eV}.
\end{align}
The gain is $2(0.1583+0.4365)=1.190$ eV, compared with $1.123$ eV for the linear unit. To leading order in $\beta^2/\Delta$ the two gains are equal, because $v_{yz}^2+v_{xy}^2=2\beta^2$ at every $\gamma$. The difference reflects the sharing of donation between two acceptors. It does not predict a bent structure, since $\sigma$ bonding and ligand repulsion are absent from the model.

The angular factors were also tested by integrating overlaps of model Gaussian orbitals. Relative to the full $\pi$ overlap they are $0.866$ and $-0.866$ for $d_{xy}$, and $0.500$ for both ligands with $d_{yz}$, as listed in the numerical output. The couplings have the same angular factors because each is assumed to have axial symmetry about its bond. They need not be proportional to the overlaps.

\section*{Table of computed values}
\begin{verbatim}
MODEL INPUT (lone-pair energy = 0)
metal-ligand gap                    3.0000 eV
coupling beta                       -1.0000 eV
effective coupling sqrt(2)*beta     -1.4142 eV
LINEAR UNIT, couplings beta and -beta
levels                              -0.5616  0.0000  3.5616 eV
mixing angle theta                  21.66 degrees
bonding coefficients p1 p2 d        0.6572  -0.6572  0.3690
nonbonding coefficients p1 p2 d     0.7071  0.7071  0.0000
metal population, 4 electrons       0.2724 electrons
population of each lone pair        1.8638 electrons
bond orders M-N1 and M-N2 (signed)  0.4851  -0.4851
stabilization, 4 electrons          1.1231 eV
stabilization, 6 electrons          0.0000 eV
ONE AMIDE ONLY
levels                              -0.3028  3.3028 eV
metal population                    0.1679 electrons
bond order                          0.5547
stabilization                       0.6056 eV
TWO AMIDES COMPARED WITH ONE
stabilization ratio                 1.8547
ratio at beta = -0.003 eV           2.0000
ratio at beta = -30000 eV           1.4142
CONDITIONS (linear unit)
direct lone-pair coupling           -0.2000 eV
nonbonding level then               -0.2000 eV
lone-pair energy difference         1.0000 eV
levels then                         -0.8256  0.2544  3.5712 eV
metal weight of middle level then   0.0517
OVERLAPS OF MODEL GAUSSIAN ORBITALS
full pi overlap                     0.5129
linear: d_xy with p1, p2            0.5129  -0.5129
linear: d_yz with p1, p2            0.0000  0.0000
BENT UNIT, TWO d ORBITALS
N-M-N angle                         120.0 degrees
d_xy overlap / full pi overlap      0.8660  -0.8660
d_yz overlap / full pi overlap      0.5000  0.5000
effective couplings d_yz, d_xy      -0.7071  -1.2247 eV
levels                              -0.4365  -0.1583  3.1583  3.4365 eV
metal population, 4 electrons       0.3209 electrons
stabilization, 4 electrons          1.1896 eV
\end{verbatim}
